# T ⊗ e Jahn–Teller problem: Ham factors and second-order corrections: a program that tests the result

```python
# T x e Jahn-Teller problem and Ham reduction factors.
# H0 = P^2/2mu + mu w^2 Q^2/2 + V (Q_th E_th + Q_ep E_ep) on an orbital triplet x,y,z,
# E_th = diag(1/2,1/2,-1), E_ep = diag(-r3/2, r3/2, 0), (l_a)_bc = -i eps_abc.
# Claims: E_JT = V^2/(2 mu w^2), S = E_JT/hw, levels -E_JT+(N+1)hw with degeneracy 3(N+1);
# in the ground triplet off-diagonal operators (l, lam l.s, trigonal v*T) are scaled by
# K = exp(-3S/2), diagonal ones by 1; second-order terms carry fa = exp(-3S) G(3S/2),
# fb = exp(-3S) G(3S), G(x) = sum x^N/(N N!). Reference: diagonalisation in the
# undisplaced two-mode Fock basis (energies in hw unless a unit is printed).
import itertools, math
import numpy as np, sympy as sp
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import minimize
from scipy.integrate import quad
from scipy.special import expi, eval_hermite

r3 = math.sqrt(3)
Eth = np.diag([.5, .5, -1.]); Eep = np.diag([-r3/2, r3/2, 0.]); I3 = np.eye(3)
l = [np.array([[-1j*int(sp.LeviCivita(a, b, c)) for c in range(3)] for b in range(3)])
     for a in range(3)]
Ttrig = np.ones((3, 3)) - I3
half = [np.array(m)/2 for m in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
g_e = abs(sc.physical_constants['electron g factor'][0])
G = lambda x: expi(x) - math.log(x) - np.euler_gamma
ham = lambda S: (math.exp(-1.5*S), math.exp(-3*S)*G(1.5*S), math.exp(-3*S)*G(3*S))

# ---- symmetry of the operators under the 24 rotations of O
group = []
for p in itertools.permutations(range(3)):
    for sg in itertools.product((1, -1), repeat=3):
        R = np.diag(sg) @ I3[list(p)]
        if np.linalg.det(R) > 0: group.append(R)
assert len(group) == 24
a2 = lambda R: round(np.linalg.det(abs(R)))
chi = {'A1': lambda R: 1, 'A2': a2, 'E': lambda R: np.trace(abs(R)) - 1,
       'T1': np.trace, 'T2': lambda R: a2(R)*np.trace(R)}
for rep in ('T1', 'T2'):
    mult = [sum(chi[g](R)*chi[rep](R)**2 for R in group)/24 for g in chi]
    assert np.allclose(mult, [1, 0, 1, 1, 1])
for g, M in (('E', Eth), ('E', Eep), ('T1', l[2]), ('T2', Ttrig)):
    assert np.allclose(chi[g](I3)/24*sum(chi[g](R)*R @ M @ R.T for R in group), M)
for R in group:  # Q.E invariant when Q transforms as the quadratic forms of E symmetry
    pt = np.array([.3, -.7, 1.1])
    q = lambda r: (r[2]**2 - (r[0]**2 + r[1]**2)/2, r3/2*(r[0]**2 - r[1]**2))
    cp = lambda r: q(r)[0]*Eth + q(r)[1]*Eep
    assert np.allclose(R @ cp(pt) @ R.T, cp(R @ pt))
assert np.allclose(Eth, (3*l[2] @ l[2] - 2*I3)/2)
assert np.allclose(Eep, r3/2*(l[0] @ l[0] - l[1] @ l[1]))
ln = sum(l)/r3
assert np.allclose(Ttrig, 2*I3 - 3*ln @ ln)
xyz = sp.symbols('x y z'); t2g = [xyz[1]*xyz[2], xyz[2]*xyz[0], xyz[0]*xyz[1]]
for a in range(3):  # true L inside yz, zx, xy equals -l
    u, w = xyz[(a+1) % 3], xyz[(a+2) % 3]
    for c in range(3):
        Lf = sp.Poly(-sp.I*(u*sp.diff(t2g[c], w) - w*sp.diff(t2g[c], u)), *xyz)
        for b in range(3):
            assert abs(complex(Lf.coeff_monomial(t2g[b])) + l[a][b, c]) < 1e-12

# ---- symbolic minima of the three sheets
Q1, Q2 = sp.symbols('Q1 Q2'); Vs, ks = sp.symbols('V k', positive=True)
mins = []
for e1, e2 in ((sp.S.Half, -sp.sqrt(3)/2), (sp.S.Half, sp.sqrt(3)/2), (-1, 0)):
    U = ks*(Q1**2 + Q2**2)/2 + Vs*(e1*Q1 + e2*Q2)
    sol = sp.solve([sp.diff(U, Q1), sp.diff(U, Q2)], [Q1, Q2], dict=True)[0]
    assert sp.simplify(U.subs(sol) + Vs**2/(2*ks)) == 0
    mins.append(sp.Matrix([sol[Q1], sol[Q2]]))
for m1, m2 in itertools.combinations(mins, 2):
    assert sp.simplify((m1 - m2).dot(m1 - m2) - 3*Vs**2/ks**2) == 0

# ---- displaced-oscillator amplitudes by quadrature; forms and limits of G
qg = np.linspace(-14, 14, 2801); al = 1.3
phi = lambda n, x: eval_hermite(n, x)*np.exp(-x*x/2)/math.sqrt(2**n*math.factorial(n)*math.sqrt(math.pi))
for n in range(7):
    num = np.sum(phi(n, qg)*phi(0, qg - math.sqrt(2)*al))*(qg[1] - qg[0])
    assert abs(num - math.exp(-al*al/2)*al**n/math.sqrt(math.factorial(n))) < 1e-10
for x in (0.2, 2.25, 9.0):
    assert abs(sum(x**n/(n*math.factorial(n)) for n in range(1, 60))/G(x) - 1) < 1e-10
    assert abs(quad(lambda t: math.expm1(t)/t, 0, x)[0]/G(x) - 1) < 1e-8
K, fa, fb = ham(30.); assert abs(fb*90 - 1) < 1.5/90 and abs(fa*45/K - 1) < 3/90
K, fa, fb = ham(1e-3); assert abs(fb/3e-3 - 1) < 5e-3 and abs(fa/1.5e-3 - 1) < 5e-3

# ---- undisplaced Fock basis
def vib(N):
    st = [(a, b) for a in range(N+1) for b in range(N+1-a)]
    ix = {s: i for i, s in enumerate(st)}
    X1 = np.zeros((len(st), len(st))); X2 = X1.copy()
    for (a, b), i in ix.items():
        if a + b < N:
            X1[ix[(a+1, b)], i] = math.sqrt(a+1); X2[ix[(a, b+1)], i] = math.sqrt(b+1)
    return np.diag([a + b + 1. for a, b in st]), X1 + X1.T, X2 + X2.T

def lowest(S, N, pert, n):
    """n lowest states of H0 + pert; pert acts on orbit x spin. Energies from 1-S."""
    h, X1, X2 = vib(N); Is = np.eye(len(pert)//3)
    H = (np.kron(np.eye(len(pert)), h) + np.kron(pert, np.eye(len(h))) + math.sqrt(S) *
         (np.kron(np.kron(Eth, Is), X1) + np.kron(np.kron(Eep, Is), X2)))
    E, C = eigh(H, subset_by_index=[0, n-1])
    return E - (1 - S), C

def project(op, C):
    T = C.reshape(len(op), -1, C.shape[1])
    return np.einsum('avm,ab,bvn->mn', T.conj(), op, T)

for S in (0.3, 1.5, 3.0):
    K, fa, fb = ham(S)
    E, C = lowest(S, 24, np.zeros((3, 3)), 19)
    assert np.allclose(E[:18], [0]*3 + [1]*6 + [2]*9, atol=1e-6) and E[18] > 2.9
    ev = lambda op: np.linalg.eigvalsh(project(op, C[:, :3]))
    for a in range(3): assert np.allclose(ev(l[a]), [-K, 0, K], atol=1e-9)
    assert np.allclose(ev(Ttrig), [-K, -K, 2*K], atol=1e-9)
    assert np.allclose(ev(Eth), [-1, .5, .5]) and np.allclose(ev(Eep), [-r3/2, 0, r3/2])
    h, X1, X2 = vib(24)
    wells = [eigh(h + math.sqrt(S)*(Eth[i, i]*X1 + Eep[i, i]*X2)) for i in range(3)]
    g0 = [v[:, 0]*np.sign(v[0, 0]) for e, v in wells]
    e, v = wells[2]
    res = lambda i, j: np.sum((g0[i] @ v[:, 1:])*(g0[j] @ v[:, 1:])/(e[1:] - e[0]))
    assert abs(res(0, 0) - fb) < 1e-8 and abs(res(0, 1) - fa) < 1e-8
    print(f"S={S:.1f}: K={K:.6f} (Fock {ev(l[2])[2]:.6f}) fa={fa:.6f} fb={fb:.6f}")

ls_half = sum(np.kron(l[a], half[a]) for a in range(3))
ls_one = sum(np.kron(l[a], l[a]) for a in range(3)).real
gL = -1.0
def spin_half(S, N, lam):
    E, C = lowest(S, N, lam*ls_half, 6)
    d, qd = (slice(0, 2), slice(2, 6)) if lam > 0 else (slice(4, 6), slice(0, 4))
    assert np.ptp(E[d]) < 1e-9 and np.ptp(E[qd]) < 1e-9
    M = [project(gL*np.kron(l[a], np.eye(2)) + g_e*np.kron(I3, half[a]), C[:, d]) for a in range(3)]
    g = np.cbrt(4*np.trace(M[0] @ M[1] @ M[2]).imag)  # signed g of an isotropic doublet
    return np.array([E[qd].mean() - E[d].mean(), E.mean(), g])
def trig(S, N, v):
    E, C = lowest(S, N, v*Ttrig, 3)
    return np.array([E[2] - E[0] if v > 0 else E[0] - E[2], E.mean()])
def spin_one(S, lam):
    K, fa, fb = ham(S); u = lam*lam
    return [-2*K*lam - 2*u*(fa + fb), -K*lam - u*fb, K*lam - u*(2*fb - fa), K*lam - u*fb]

# odd/even parts in h isolate each order; neglected terms are O(h^2) relative
h = 0.004
close = lambda a, b, t: abs(a/b - 1) < t
for S, N in ((0.6, 12), (1.5, 16)):
    K, fa, fb = ham(S)
    p, m = spin_half(S, N, h), spin_half(S, N, -h)
    assert close((p[0] - m[0])/(2*h), 1.5*K, 5e-4) and close((p[0] + m[0])/(2*h*h), .75*fa, 2e-3)
    assert close((p[1] + m[1])/(2*h*h), -fb/2, 2e-3)
    assert close((p[2] + m[2])/2, 4/3*K*gL - g_e/3, 5e-4)
    assert close((p[2] - m[2])/(2*h), 4/3*gL*(fa + fb), 2e-3)
    p, m = trig(S, N, h), trig(S, N, -h)
    assert close((p[0] - m[0])/(2*h), 3*K, 5e-4) and close((p[0] + m[0])/(2*h*h), -3*fa, 2e-3)
    assert close((p[1] + m[1])/(2*h*h), -2*fb, 2e-3)
    E, C = lowest(S, N, h*ls_one, 9)
    assert np.abs(E - np.repeat(spin_one(S, h), [1, 3, 2, 3])).max() < 3*h**3

# ---- worked example, round model parameters
hw, EJT, mu_u, lam, v = 300., 450., 16., 60., 20.
cm = sc.h*sc.c*100; meV = cm/sc.e*1e3
w = hw*cm/sc.hbar; mu = mu_u*sc.atomic_mass; kSI = mu*w*w
k = kSI/sc.e*1e-20; V = math.sqrt(2*kSI*EJT*cm)/sc.e*1e-10; b2 = sc.hbar/(mu*w)*1e20
S = EJT/hw; K, fa, fb = ham(S)
sheet = lambda Q: np.linalg.eigvalsh(k*(Q @ Q)/2*I3 + V*(Q[0]*Eth + Q[1]*Eep))[0]
Qm = []
for ang in np.radians([130, 250, 10]):
    r = minimize(sheet, .1*np.array([math.cos(ang), math.sin(ang)]), method='Nelder-Mead',
                 options={'xatol': 1e-10, 'fatol': 1e-15, 'maxiter': 2000, 'maxfev': 4000})
    assert close(-r.fun*1e3/meV, EJT, 1e-8); Qm.append(r.x)
for i in range(3): assert np.allclose(Qm[i], -V/k*np.array([Eth[i, i], Eep[i, i]]), atol=1e-6)
ax = np.linspace(-1, 1, 401); A, B = np.meshgrid(ax, ax)
psi = [np.exp(-((A - q0[0])**2 + (B - q0[1])**2)/(2*b2)) for q0 in Qm]
ovl = np.sum(psi[0]*psi[2])/math.sqrt(np.sum(psi[0]**2)*np.sum(psi[2]**2))
assert close(ovl, K, 1e-5)
print(f"input: hw={hw:.0f} cm-1, E_JT={EJT:.0f} cm-1, mu={mu_u:.0f} u")
print(f"input: lambda={lam:.0f} cm-1, v={v:.0f} cm-1, g_L={gL:.0f}; g_e={g_e:.5f}")
print(f"1 cm-1 = {meV:.6f} meV; E_JT = {EJT*meV:.2f} meV")
print(f"S = {S:.3f}, 3S/2 = {1.5*S:.3f}, 3S = {3*S:.3f}")
print(f"omega = {w:.4e} rad/s; mu w^2 = {k:.4f} eV/A^2; V = {V:.4f} eV/A")
print(f"sqrt(hbar/mu w) = {math.sqrt(b2):.5f} A; Q0 = {V/k:.5f} A; d = {r3*V/k:.5f} A")
print(f"ground level -E_JT+hw = {hw-EJT:.1f} cm-1")
print(f"K = {K:.5f}; overlap by quadrature = {ovl:.5f}")
print(f"G(3S/2) = {G(1.5*S):.4f}, G(3S) = {G(3*S):.4f}, exp(-3S) = {math.exp(-3*S):.6f}")
print(f"fa = {fa:.5f}, fb = {fb:.5f}; large-S forms {2*K/(3*S):.5f}, {1/(3*S):.5f}")
for L in (lam, 3*lam):
    x = L/hw; D, cen, g = spin_half(S, 16, x)
    d1 = 1.5*K*L; d2 = d1 + .75*fa*L*x
    g1 = 4/3*K*gL - g_e/3; g2 = g1 + 4/3*gL*x*(fa + fb)
    print(f"spin 1/2, lambda={L:.0f} cm-1, K*lambda={K*L:.3f}, lambda^2/hw={L*x:.2f} cm-1")
    print(f"  G8-G7 cm-1: bare {1.5*L:.1f}, 1st {d1:.3f}, 2nd {d2:.3f}, exact {D*hw:.3f}")
    print(f"  exact G8-G7 = {D*hw*meV:.4f} meV")
    print(f"  centroid cm-1: 2nd {-fb*L*x/2:.3f}, exact {cen*hw:.3f}")
    print(f"  g(G7): bare {4/3*gL-g_e/3:.4f}, 1st {g1:.4f}, 2nd {g2:.4f}, exact {g:.4f}")
D, cen = trig(S, 16, v/hw)
print(f"trigonal A-E cm-1: bare {3*v:.1f}, 1st {3*K*v:.3f}, 2nd {3*(K*v-fa*v*v/hw):.3f}")
print(f"  exact {D*hw:.3f} cm-1 = {D*hw*meV:.4f} meV")
print(f"  centroid cm-1: 2nd {-2*fb*v*v/hw:.3f}, exact {cen*hw:.3f}")
E, C = lowest(S, 16, lam/hw*ls_one, 9)
assert np.ptp(E[1:4]) < 1e-9 and np.ptp(E[4:6]) < 1e-9 and np.ptp(E[6:9]) < 1e-9
print(f"spin 1, lambda={lam:.0f} cm-1, levels from the unperturbed ground level:")
for name, j, i, e2 in zip(('A1', 'T1', 'E', 'T2'), (-2, -1, 1, 1), (0, 1, 4, 6), spin_one(S, lam/hw)):
    print(f"  {name}: 1st {j*K*lam:.3f}, 2nd {e2*hw:.3f}, exact {E[i]*hw:.3f} cm-1")
print(f"  T2-E cm-1: 2nd {lam*lam/hw*(fb-fa):.3f}, exact {(E[6]-E[4])*hw:.3f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
S=0.3: K=0.637628 (Fock 0.637628) fa=0.205784 fb=0.467944
S=1.5: K=0.105399 (Fock 0.105399) fa=0.050573 fb=0.287194
S=3.0: K=0.011109 (Fock 0.011109) fa=0.003190 fb=0.127742
input: hw=300 cm-1, E_JT=450 cm-1, mu=16 u
input: lambda=60 cm-1, v=20 cm-1, g_L=-1; g_e=2.00232
1 cm-1 = 0.123984 meV; E_JT = 55.79 meV
S = 1.500, 3S/2 = 2.250, 3S = 4.500
omega = 5.6510e+13 rad/s; mu w^2 = 5.2954 eV/A^2; V = 0.7687 eV/A
sqrt(hbar/mu w) = 0.08381 A; Q0 = 0.14516 A; d = 0.25143 A
ground level -E_JT+hw = -150.0 cm-1
K = 0.10540; overlap by quadrature = 0.10540
G(3S/2) = 4.5524, G(3S) = 25.8524, exp(-3S) = 0.011109
fa = 0.05057, fb = 0.28719; large-S forms 0.04684, 0.22222
spin 1/2, lambda=60 cm-1, K*lambda=6.324, lambda^2/hw=12.00 cm-1
  G8-G7 cm-1: bare 90.0, 1st 9.486, 2nd 9.941, exact 9.975
  exact G8-G7 = 1.2367 meV
  centroid cm-1: 2nd -1.723, exact -1.777
  g(G7): bare -2.0008, 1st -0.8080, 2nd -0.8980, exact -0.9031
spin 1/2, lambda=180 cm-1, K*lambda=18.972, lambda^2/hw=108.00 cm-1
  G8-G7 cm-1: bare 270.0, 1st 28.458, 2nd 32.554, exact 33.384
  exact G8-G7 = 4.1391 meV
  centroid cm-1: 2nd -15.508, exact -16.874
  g(G7): bare -2.0008, 1st -0.8080, 2nd -1.0782, exact -1.1185
trigonal A-E cm-1: bare 60.0, 1st 6.324, 2nd 6.122
  exact 6.132 cm-1 = 0.7602 meV
  centroid cm-1: 2nd -0.766, exact -0.750
spin 1, lambda=60 cm-1, levels from the unperturbed ground level:
  A1: 1st -12.648, 2nd -20.754, exact -21.348 cm-1
  T1: 1st -6.324, 2nd -9.770, exact -9.802 cm-1
  E: 1st 6.324, 2nd 0.038, exact -0.293 cm-1
  T2: 1st 6.324, 2nd 2.878, exact 2.925 cm-1
  T2-E cm-1: 2nd 2.839, exact 3.218
ALL CHECKS PASSED
```
